**Lateral kinetic energy, nodal planes and tunnelling decay**

For a state φ(x,y)e^(−κz) in a barrier V(x,y) that does not vary along z, κ² equals (2m/ħ²)(⟨V⟩ − E) plus the mean squared lateral gradient of φ; m is the electron mass and E its energy. The program marches random profiles of five symmetries through a half-infinite barrier, flat or corrugated by W cos Gx cos Gy, where G = 2π/a and a is the lateral period. It asserts that κ from this identity agrees with the measured decay and with a separate finite-difference calculation in cells bounded by nodal planes. It also asserts that symmetry is conserved during the march and that κ rises in every tested pair in which nodal planes are added to existing ones. The output shows that counting planes is not enough: the x and x²−y² channels tie in the flat barrier, and their order depends on the sign of W. For a mixture of two harmonics, the program asserts that the initial slope is the weighted mean of their decay constants, lies below the value from the average lateral kinetic energy, and tends to the slower constant with depth. The parameters are round model values and do not describe a particular oxide.

## Verification by program

```python
# Result under test: for psi = phi(x,y) exp(-kappa z) in a z-independent barrier,
#   kappa^2 = (2m/hbar^2)(<V> - E) + <|grad_t phi|^2>/<|phi|^2>,
# and adding nodal planes to those a channel already has makes kappa larger.
# a: lateral period, G = 2 pi/a, V: barrier potential, E: electron energy,
# W: strength of the corrugation W cos(Gx) cos(Gy), d: barrier thickness.
# Energies are in eV and measured from E; lengths are in nm.
import numpy as np
from scipy import constants as const
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import eigsh

t = const.hbar**2 / (2 * const.m_e) / const.e * 1e18   # hbar^2/2m, eV nm^2
a, height, d, W_size = 0.3, 4.0, 1.0, 3.0
G = 2 * np.pi / a
n, dz = 12, 0.002

# name: (odd/even in x, in y, under x<->y; 0 = not imposed), planes, shell p^2+q^2
channels = {
    "full symmetry": ((1, 1, 1), 0, 0),
    "x": ((-1, 1, 0), 1, 1),
    "x2-y2": ((1, 1, -1), 2, 1),
    "xy": ((-1, -1, 1), 2, 2),
    "xy(x2-y2)": ((-1, -1, -1), 4, 5),
}


def potential(points, W):
    x = np.arange(points) * a / points
    return height + W * np.outer(np.cos(G * x), np.cos(G * x))


def project(f, parity):
    """Keep the part of a lateral profile that has the given mirror parities."""
    px, py, swap = parity
    back = (-np.arange(n)) % n
    f = f.reshape(n, n)
    f = (f + px * f[back, :]) / 2
    f = (f + py * f[:, back]) / 2
    if swap:
        f = (f + swap * f.T) / 2
    return f.ravel()


wave = 2 * np.pi * np.fft.fftfreq(n, a / n)
second = np.real(np.fft.ifft(-(wave**2)[:, None] * np.fft.fft(np.eye(n), axis=0),
                             axis=0))
laplacian = np.kron(second, np.eye(n)) + np.kron(np.eye(n), second)


def step_matrix(W):
    """One z-step of the decaying solution in a half-infinite barrier."""
    A = np.diag(potential(n, W).ravel()) / t - laplacian
    M = 2 * np.eye(n * n) + dz**2 * A
    R = np.zeros_like(M)
    for _ in range(800):
        R = np.linalg.inv(M - R)
    assert np.max(np.abs(R @ (M - R) - np.eye(n * n))) < 1e-9
    return R


def march(R, parity, rng):
    """Decay rate and profile deep in the barrier, from a random start."""
    f = project(rng.standard_normal(n * n), parity)
    f /= np.linalg.norm(f)
    for _ in range(500):
        new = R @ f
        kept = project(new, parity)
        # symmetry must be conserved; only rounding errors are removed
        assert np.linalg.norm(new - kept) < 1e-9 * np.linalg.norm(new)
        size = np.linalg.norm(kept)
        rate = -np.log(size) / dz
        f = kept / size
    return rate, f


def lateral_kinetic(f):
    """hbar^2/2m times the mean squared lateral gradient, in eV."""
    f = f.reshape(n, n)
    gx = np.fft.ifft(1j * wave[:, None] * np.fft.fft(f, axis=0), axis=0)
    gy = np.fft.ifft(1j * wave[None, :] * np.fft.fft(f, axis=1), axis=1)
    return t * np.sum(abs(gx)**2 + abs(gy)**2) / np.sum(f**2)


def nodal_cell_kappa(name, W, points=48):
    """Finite differences with phi = 0 on the nodal planes of the channel."""
    h = a / points
    ones = np.ones(points - 1)
    D = diags([ones, -2 * np.ones(points), ones, [1.0], [1.0]],
              [-1, 0, 1, points - 1, 1 - points])
    I = identity(points)
    H = -t / h**2 * (kron(D, I) + kron(I, D)) + diags(potential(points, W).ravel())
    i, j = np.indices((points, points))
    half = points // 2
    in_x, in_y = i % half == 0, j % half == 0
    diagonal = ((i - j) % points == 0) | ((i + j) % points == 0)
    wall = {"full symmetry": np.zeros_like(in_x), "x": in_x, "x2-y2": diagonal,
            "xy": in_x | in_y, "xy(x2-y2)": in_x | in_y | diagonal}[name]
    free = np.flatnonzero(~wall.ravel())
    H = H.tocsr()[free][:, free].tocsc()
    lowest = eigsh(H, k=1, sigma=0.0, return_eigenvectors=False)[0]
    return np.sqrt(lowest / t)


rng = np.random.default_rng(5)
kappa0 = np.sqrt(height / t)
print(f"lateral period a = {a:.2f} nm, thickness d = {d:.2f} nm")
print(f"mean barrier height above E = {height:.2f} eV")
print(f"hbar^2/2m = {t:.5f} eV nm^2")
print(f"G = {G:.3f} 1/nm, hbar^2 G^2/2m = {t * G**2:.3f} eV")
print(f"kappa0 = {kappa0:.3f} 1/nm")

nested = [("full symmetry", "x"), ("full symmetry", "x2-y2"), ("x", "xy"),
          ("xy", "xy(x2-y2)"), ("x2-y2", "xy(x2-y2)")]
kappas, R_flat = {}, None
for W in (0.0, W_size, -W_size):
    R = step_matrix(W)
    if W == 0:
        R_flat = R
    print(f"corrugation W = {W:+.1f} eV")
    print(" channel: planes through axis; lateral kinetic, mean V-E (eV);")
    print("   kappa identity, marched, nodal cell (1/nm); exp(-2 kappa d)")
    for name, (parity, planes, shell) in channels.items():
        marched, phi = march(R, parity, rng)
        kinetic = lateral_kinetic(phi)
        mean_V = np.sum(potential(n, W).ravel() * phi**2) / np.sum(phi**2)
        kappa = np.sqrt((mean_V + kinetic) / t)
        cell = nodal_cell_kappa(name, W)
        # z-step error is (kappa dz)^2/24, at most 4e-4
        assert abs(marched / kappa - 1) < 1e-3
        # lateral grid error of the cell calculation is at most about 3e-3
        assert abs(cell / kappa - 1) < 4e-3
        if W == 0:
            assert abs(kappa / np.sqrt(kappa0**2 + shell * G**2) - 1) < 1e-4
        kappas[W, name] = kappa
        print(f" {name}: {planes}; {kinetic:.3f}, {mean_V:.3f};")
        print(f"   {kappa:.3f}, {marched:.3f}, {cell:.3f}; "
              f"{np.exp(-2 * kappa * d):.2e}")
    for fewer, more in nested:
        assert kappas[W, more] > 1.02 * kappas[W, fewer]

# Bare counting of planes fails: a tie when flat, either order when corrugated
assert abs(kappas[0.0, "x"] / kappas[0.0, "x2-y2"] - 1) < 1e-4
assert kappas[W_size, "x2-y2"] < 0.98 * kappas[W_size, "x"]
assert kappas[-W_size, "x2-y2"] > 1.02 * kappas[-W_size, "x"]
for W in (W_size, -W_size):
    shift = {c: t * (kappas[W, c]**2 - kappas[0.0, c]**2) for c in ("x", "x2-y2")}
    # second-order terms are of size W^2/(32 t G^2), about 0.02 eV
    assert abs(shift["x2-y2"] + W / 2) < 0.05 and abs(shift["x"]) < 0.05
    print(f"level shift at W = {W:+.1f} eV: x {shift['x']:.3f} eV, "
          f"x2-y2 {shift['x2-y2']:.3f} eV")

# A mixture of harmonics: the slope starts high and falls to the slowest member
x = np.arange(n) * a / n
mix = np.repeat(np.sin(G * x) + 0.5 * np.sin(2 * G * x), n)
rms = np.sqrt(kappa0**2 + lateral_kinetic(mix) / t)
log_norm, f = [], mix.copy()
for _ in range(301):
    log_norm.append(np.log(np.linalg.norm(f)))
    f = project(R_flat @ f, channels["x"][0])
L = np.array(log_norm)
start = (3 * L[0] - 4 * L[1] + L[2]) / (2 * dz)
middle = (L[49] - L[51]) / (2 * dz)
deep = (L[299] - L[300]) / dz
k1, k2 = np.sqrt(kappa0**2 + G**2), np.sqrt(kappa0**2 + 4 * G**2)
weight2 = 0.5**2 / (1 + 0.5**2)
weighted = (1 - weight2) * k1 + weight2 * k2
assert abs(start / weighted - 1) < 2e-3
assert start < 0.99 * rms
assert abs(deep / k1 - 1) < 1e-3
print("mixed profile sin(Gx) + 0.5 sin(2Gx), flat barrier:")
print(f" member kappas = {k1:.3f} and {k2:.3f} 1/nm, "
      f"density weight of second = {weight2:.2f}")
print(f" kappa from average lateral kinetic energy = {rms:.2f} 1/nm")
print(f" weighted mean kappa = {weighted:.2f} 1/nm")
print(f" marched slope at z = 0: {start:.2f} 1/nm")
print(f" marched slope at z = {50 * dz:.2f} nm: {middle:.2f} 1/nm")
print(f" marched slope at z = {300 * dz:.2f} nm: {deep:.2f} 1/nm")
print("tests ok")
```

It prints:

```
lateral period a = 0.30 nm, thickness d = 1.00 nm
mean barrier height above E = 4.00 eV
hbar^2/2m = 0.03810 eV nm^2
G = 20.944 1/nm, hbar^2 G^2/2m = 16.712 eV
kappa0 = 10.246 1/nm
corrugation W = +0.0 eV
 channel: planes through axis; lateral kinetic, mean V-E (eV);
   kappa identity, marched, nodal cell (1/nm); exp(-2 kappa d)
 full symmetry: 0; 0.000, 4.000;
   10.246, 10.246, 10.246; 1.26e-09
 x: 1; 16.712, 4.000;
   23.316, 23.314, 23.303; 5.60e-21
 x2-y2: 2; 16.712, 4.000;
   23.316, 23.314, 23.303; 5.60e-21
 xy: 2; 33.425, 4.000;
   31.341, 31.336, 31.321; 5.99e-28
 xy(x2-y2): 4; 83.562, 4.000;
   47.940, 47.922, 47.829; 2.29e-42
corrugation W = +3.0 eV
 channel: planes through axis; lateral kinetic, mean V-E (eV);
   kappa identity, marched, nodal cell (1/nm); exp(-2 kappa d)
 full symmetry: 0; 0.067, 3.866;
   10.160, 10.160, 10.160; 1.50e-09
 x: 1; 16.729, 3.966;
   23.307, 23.304, 23.293; 5.70e-21
 x2-y2: 2; 16.729, 2.467;
   22.446, 22.444, 22.432; 3.19e-20
 xy: 2; 33.431, 3.989;
   31.339, 31.334, 31.319; 6.01e-28
 xy(x2-y2): 4; 83.566, 3.242;
   47.733, 47.715, 47.622; 3.46e-42
corrugation W = -3.0 eV
 channel: planes through axis; lateral kinetic, mean V-E (eV);
   kappa identity, marched, nodal cell (1/nm); exp(-2 kappa d)
 full symmetry: 0; 0.067, 3.866;
   10.160, 10.160, 10.160; 1.50e-09
 x: 1; 16.729, 3.966;
   23.307, 23.304, 23.293; 5.70e-21
 x2-y2: 2; 16.730, 5.466;
   24.136, 24.134, 24.123; 1.09e-21
 xy: 2; 33.431, 3.989;
   31.339, 31.334, 31.319; 6.01e-28
 xy(x2-y2): 4; 83.566, 4.742;
   48.144, 48.125, 48.033; 1.52e-42
level shift at W = +3.0 eV: x -0.017 eV, x2-y2 -1.517 eV
level shift at W = -3.0 eV: x -0.017 eV, x2-y2 1.483 eV
mixed profile sin(Gx) + 0.5 sin(2Gx), flat barrier:
 member kappas = 23.316 and 43.123 1/nm, density weight of second = 0.20
 kappa from average lateral kinetic energy = 28.40 1/nm
 weighted mean kappa = 27.28 1/nm
 marched slope at z = 0: 27.27 1/nm
 marched slope at z = 0.10 nm: 23.41 1/nm
 marched slope at z = 0.60 nm: 23.31 1/nm
tests ok
```
